# Why a bridging methyl carbon holds eight valence electrons, not ten

**Question**

In the dimer of trimethylaluminium, Al₂(CH₃)₆, two of the six methyl groups bridge the aluminium atoms. Each bridging carbon has five close neighbours: three hydrogens and two aluminiums. If every line in the drawing is a bond with two electrons, I get $3\times2+2\times2=10$ valence electrons around that carbon.

Does carbon exceed the octet here? If not, which part of my count is wrong? And could the carbon reach ten if the molecule were given two more electrons?

**Answer**

The carbon does not exceed the octet. Your count assumes that each line stands for its own electron pair. The two Al–C lines at a bridging carbon stand for one pair between them, so you have entered that pair twice. This can be shown by counting the electrons available, and then from the orbitals.

**Count the electrons first**

Aluminium brings three valence electrons, carbon four and hydrogen one:

$$2\cdot3+6\cdot4+18\cdot1=48 .$$

That is 24 pairs. Now count the contacts. There are 18 C–H contacts, 4 Al–C contacts to terminal methyls, and 4 Al–C contacts to bridging methyls, 26 in all. One pair for each would take 52 electrons, four more than the molecule has.

Give the 18 C–H contacts and the 4 terminal Al–C contacts an ordinary pair each. This uses 22 pairs and leaves 2 pairs for 2 bridges, each with two contacts.

The same result follows at a single bridge. Each aluminium spends two of its three electrons on terminal bonds and has one left. The two aluminiums together therefore offer two electrons to two bridges, or one per bridge. A methyl group brings $4+3=7$. The total is eight: six in the C–H bonds and two for the whole Al–C–Al unit.

**What "holds" means**

Two different numbers can be meant.

- The *octet count* is the number of electrons in occupied orbitals that reach the carbon's four valence orbitals, with the occupied orbitals chosen so that as few as possible do so. A shared pair counts in full, however small the carbon's part in it.
- The *population* is the carbon's own share of those electrons. It is smaller, because part of each pair sits on the neighbours.

The octet rule concerns the first number. Because even a weak tail counts in full, this number can show that an atom does not exceed the octet, but a count of eight does not prove that the octet is well filled. In AlH₃ only three pairs reach the aluminium and the count is six. The aluminium in a single Al(CH₃)₃ has only three bond pairs, yet slight donation from the C–H bonds brings its count to eight.

**Why five neighbours cannot push the count past eight**

Take a closed-shell molecule described by one determinant, with $N$ doubly occupied, real, orthonormal orbitals. Expand them in orthonormal valence orbitals, of which carbon supplies four: $2s$ and three $2p$. Let $C_{\mu i}$ be the coefficient of valence orbital $\mu$ in occupied orbital $i$.

The four carbon rows of $C$ form a $4\times N$ matrix $A$. Its rank $r$ is at most 4, so the vectors $v$ with $Av=0$ fill a space of dimension $N-r\ge N-4$. Choose an orthogonal $N\times N$ matrix $V$ whose last $N-r$ columns span that space, and form new occupied orbitals

$$\phi'_k=\sum_i\phi_iV_{ik}.$$

Mixing the doubly occupied orbitals in this way multiplies the determinant by $\det V$ once for each spin, so by $(\det V)^2=1$ in all. The state is the same. The last $N-r$ new orbitals have no carbon component. At most four orbitals reach the carbon, and they hold at most eight electrons. The number of neighbours appears nowhere in the argument.

The population obeys the same limit even without the single-determinant assumption: four spatial orbitals are eight spin orbitals, and the Pauli principle allows at most one electron in each.

The limit does rely on carbon having four valence orbitals. Higher carbon orbitals are considered further below.

**Five contacts share a bond order of at most four**

Define the density matrix $P=2CC^{T}$ and the bond index between carbon and an atom X,

$$B_{\mathrm{CX}}=\sum_{\mu\in \mathrm C}\sum_{\nu\in \mathrm X}P_{\mu\nu}^2 .$$

For an even two-centre, two-electron bond this index is 1. Because the occupied orbitals are orthonormal, $C^TC=1$, and so

$$P^2=4C(C^TC)C^T=4CC^T=2P .$$

Take the diagonal elements of this equation on carbon and add them:

$$\sum_{\mu\in \mathrm C}\sum_{\nu}P_{\mu\nu}^2=2\sum_{\mu\in \mathrm C}P_{\mu\mu}.$$

On the left, $\nu$ runs over all atoms. Separate the part with $\nu$ on carbon, and let $n_1,\dots,n_4$ be the eigenvalues of the carbon block of $P$. That part equals $\sum_kn_k^2$, while the right side equals $2\sum_kn_k$. Hence

$$\sum_{\mathrm X\neq \mathrm C}B_{\mathrm{CX}}=\sum_{k=1}^4 n_k(2-n_k)=\sum_{k=1}^4\left[1-(1-n_k)^2\right]\le4 .$$

If three C–H bonds use nearly three units, about one unit is left for both aluminium contacts.

**The shared pair**

The bridge itself needs three orbitals: a carbon lobe $c$ pointing between the metals, and one lobe on each metal, $a$ and $b$. Put the energy zero at the metal lobes, the carbon lobe at $-\Delta$, and let $c$ couple to each metal lobe with matrix element $-t$, where $t>0$. Neglect direct coupling between $a$ and $b$ for now.

Replace $a$ and $b$ by

$$g=\frac{a+b}{\sqrt2},\qquad u=\frac{a-b}{\sqrt2}.$$

Their couplings to carbon are

$$\langle c|h|g\rangle=\frac{-t-t}{\sqrt2}=-\sqrt2\,t,\qquad \langle c|h|u\rangle=\frac{-t+t}{\sqrt2}=0 .$$

Thus $u$ stays at energy zero with no carbon in it. The orbitals $c$ and $g$ mix, with energies given by

$$(-\Delta-E)(-E)-2t^2=0\quad\Rightarrow\quad E_\pm=-\frac\Delta2\pm R,\qquad R=\sqrt{\frac{\Delta^2}{4}+2t^2}.$$

The pair occupies the lower orbital, $\psi=\alpha c+\beta g$. The $g$ row of the eigenvalue equation reads $-\sqrt2\,t\,\alpha=E_-\beta$. Since $E_-=-(R+\Delta/2)$,

$$\frac{\beta^2}{\alpha^2}=\frac{2t^2}{(R+\Delta/2)^2}=\frac{R-\Delta/2}{R+\Delta/2},$$

where the last step uses $2t^2=R^2-\Delta^2/4=(R-\Delta/2)(R+\Delta/2)$. With $\alpha^2+\beta^2=1$,

$$\alpha^2=\frac{R+\Delta/2}{2R},\qquad \beta^2=\frac{R-\Delta/2}{2R}.$$

The carbon population of the pair is therefore

$$n_c=2\alpha^2=1+\frac{\Delta}{2R}.$$

Each metal lobe has amplitude $\beta/\sqrt2$ and population $2(\beta^2/2)=\beta^2$. The density matrix element between carbon and one metal is $2\alpha\beta/\sqrt2=\sqrt2\,\alpha\beta$, so the index of each contact is

$$B=2\alpha^2\beta^2=2\cdot\frac{R^2-\Delta^2/4}{4R^2}=\frac{t^2}{R^2}\le\frac12 .$$

The bound follows from $R^2\ge2t^2$.

Two limits show what can vary and what cannot. For $\Delta=0$, carbon has one electron of the pair and each contact has index $1/2$: two half bonds. For $\Delta\gg t$, expanding $R\approx\Delta/2+2t^2/\Delta$ gives

$$n_c\approx2-\frac{4t^2}{\Delta^2},\qquad B\approx\frac{4t^2}{\Delta^2}.$$

The pair is then almost a carbon lone pair facing two metals. The bonding changes from covalent to polar, but there is one pair throughout.

"Half a bond" also needs care in comparisons. For one contact with the same $\Delta$ and $t$, replace $2t^2$ by $t^2$ in the energy: $r=\sqrt{\Delta^2/4+t^2}$. The metal lobe is no longer split between two atoms, so the index is $4\alpha^2\beta^2=t^2/r^2$. The ratio of a bridging contact to a single contact is

$$\frac{r^2}{R^2}=\frac{\Delta^2/4+t^2}{\Delta^2/4+2t^2}.$$

It is $1/2$ for $\Delta=0$ and approaches 1 for a very polar bond, where both indices are small.

**Numbers for the whole molecule**

I used a tight-binding model of all 26 atoms, with round parameters in the rough regime of this molecule. The site energies are $-19$ and $-11$ eV for carbon $s$ and $p$, $-10$ and $-6$ eV for aluminium $s$ and $p$, and $-13$ eV for hydrogen. The bridging Al–C distance is 0.214 nm, the terminal one 0.196 nm. Direct Al–Al coupling is left out at first.

The three-orbital parameters follow from the same Hamiltonian. An $sp^3$ lobe is one quarter $s$ and three quarters $p$, so

$$\Delta=\frac{-10-3\cdot6}{4}-\frac{-19-3\cdot11}{4}=-7+13=6\ \text{eV}.$$

For $t$, let the aluminium lobe point at carbon and the carbon lobe point at the midpoint of the two metals. The carbon lobe then makes an angle of $74.8^\circ/2=37.4^\circ$ with each Al–C line, with cosine 0.794. The Al–C couplings at 0.20 nm have magnitudes 2.5 eV ($ss$), 3.0 eV ($sp$) and 4.0 eV ($pp\sigma$), and scale as $1/d^2$. For lobes facing each other all these terms are attractive. The $\pi$ coupling drops out, because the aluminium lobe lies along the line. The $s$ and $p$ amplitudes are $1/2$ and $\sqrt3/2$, so

$$t=\left(\frac{0.200}{0.214}\right)^2\left[\frac{2.5}{4}+\frac{\sqrt3}{4}(1+0.794)\,3.0+\frac34(0.794)\,4.0\right]\text{eV}\approx4.66\ \text{eV}.$$

Then $R=\sqrt{9+2(4.66)^2}\approx7.24$ eV, and

$$n_c=1+\frac{6}{2(7.24)}\approx1.41,\qquad B=\frac{(4.66)^2}{(7.24)^2}\approx0.41 .$$

The full molecule can be set beside this:

| Quantity | Full model |
|---|---|
| Occupied orbitals reaching bridging carbon | 4 |
| Index, each bridging Al–C contact | 0.43 |
| Index, terminal Al–C bond | 0.83 |
| Sum of all indices of bridging carbon | 3.75 |
| Population of bridging carbon | 4.33 |

The octet count is $4\times2=8$, while the population is only 4.33 electrons. The three C–H indices are 0.97, 0.95 and 0.95. The two aluminium contacts add $2\times0.43=0.86$, about the same as one terminal bond. Their individual ratio to the terminal index is 0.52. At fixed $\Delta$ and $t$ the formula above would give $(9+21.74)/(9+43.49)\approx0.59$. In the molecule the terminal bond is shorter, and its carbon lobe points straight at the metal. Both make $t$ larger there, so that comparison is not at fixed $t$.

The pairs can also be made visible. Rotate the 24 occupied orbitals to maximise the sum of the squares of their atomic fractions, which concentrates each orbital on few atoms. Label each by the atoms that carry more than 8% of it. The result is 18 C–H pairs, 4 Al–C pairs and 2 Al–Al–C pairs. Each shared pair has fractions 0.72 on carbon and 0.14 on each aluminium. For two electrons this gives carbon a share of 1.44, close to the 1.41 of the three-orbital formula.

A bridging carbon thus has three C–H pairs and one shared pair. The other localised orbitals leave tails on it that total 0.007 electrons. The rotation used in the rank argument removes even these tails, at the price of less localised orbitals. Further values are in the numerical output.

**Would two more electrons make ten?**

Not in its four valence orbitals. In the three-orbital model the next level is $u$, since $E_+=-\Delta/2+R>0$ for $t\neq0$. The added pair goes onto the metals, and the carbon population remains 1.41. This order of levels relies on the neglect of direct coupling between $a$ and $b$. A coupling $-s$ with $s>0$ moves $u$ up to $s$ and $g$ down to $-s$, and $u$ stays the next level only while $s(s+\Delta)<t^2$, here for $s$ below about 2.5 eV. The Al–Al coupling law used further below gives $s\approx2.2$ eV between these lobes, just inside that limit; carbon's part is then 1.27, with one pair or with two. Beyond that, the added pair fills the other mixture of $c$ and $g$. The carbon lobe then holds two electrons, a full lone pair, which is still within the octet.

In the full molecule, symmetry does not forbid all carbon character in the next orbital. With geometry and Hamiltonian held fixed, and still without direct Al–Al coupling, two added electrons raise the population of a bridging carbon from 4.33 to 4.38. With direct Al–Al coupling the rise is from 4.20 to 4.33. This is a counting exercise: a fixed Hamiltonian omits the repulsion of the added electrons, and an isolated dianion is not expected to keep them. Still, only four of the 25 occupied orbitals need reach the carbon. The count remains eight.

**Why would carbon share a pair at all?**

With one contact, the lowest level is $-\Delta/2-r\approx-8.5$ eV. With two, it is $-\Delta/2-R\approx-10.2$ eV. For the pair, the second contact lowers the one-electron energy by

$$2(R-r)\approx2(7.245-5.545)=3.4\ \text{eV}$$

at fixed $\Delta$ and $t$. One pair can therefore bind two metals better than one. This is not the energy of dimerisation: it omits repulsion between the atoms, strain, and changes in the other bonds, including the stretching of Al–C when a terminal methyl becomes a bridge.

**What the model leaves out**

Each effect below was added separately, with rough strengths.

- *Direct Al–Al coupling.* Applying the Al–C coupling law at the Al–Al distance of 0.26 nm changes the bridging index from 0.43 to 0.45 and the carbon population from 4.33 to 4.20. Four orbitals still reach the carbon.
- *Overlap of the lobes.* An overlap of 0.3 between carbon and each metal lobe, with shared density divided equally, changes carbon's part of the pair from 1.41 to 1.42. Here the coupling $-t$ is defined with the energy zero midway between the lobe energies. The energy is more sensitive than the population: with this overlap, the gain of 3.4 eV from the second contact falls to 1.6 eV.
- *Electron repulsion.* I solved the two-electron bridge with repulsions of 6 eV on the carbon lobe and 4 eV on each metal lobe, taking the site energies to include the average repulsion for one electron on carbon and half an electron on each metal. Carbon's part falls to 1.32. One three-centre orbital still holds 1.99 of the two electrons.
- *Higher carbon orbitals.* These lie outside the four-orbital bound. An outer orbital 10 eV above the metal level, coupled by 2 eV to each metal lobe, takes up 0.012 electrons of the pair. It adds no pair to the molecule, so the electron budget is unchanged. If outer orbitals were included in the octet count, their weak tails could raise it above eight, with or without two added electrons. The count is therefore useful only for the four valence orbitals; for the outer ones, the small population is what matters.

For the real molecule, the distances used here are reasonable rough values, but the energies are round choices and not a fit. The populations and indices should be read as model values; the electron budget does not depend on them. The vapour need not consist of dimers alone: warming and low pressure favour the monomer, Al(CH₃)₃. In the monomer each carbon has four neighbours instead of five, and three C–H pairs plus one Al–C pair. The count is again eight.

**Not every bridge is short of electrons**

A bridging chlorine between the same metals brings seven valence electrons and receives one from the metals, again making eight. It has no hydrogens to bind. Two pairs can serve the two metal contacts, and two remain as lone pairs. There, one pair per metal line is a valid count. To decide what the lines at a bridge mean, count the electrons before assigning the pairs.

## Table of computed values

```
Bridging Al-C distance: 0.2140 nm
Terminal Al-C distance: 0.1960 nm
C-H distance: 0.1100 nm
Al-Al distance: 0.2600 nm
Al-C-Al angle: 74.8 degrees
Site energies C (s, p), Al (s, p), H (s): (-19.0, -11.0) (-10.0, -6.0) (-13.0,) eV
C-H couplings ss, sp: -6.0, 7.0 eV
Al-C couplings ss, sp, pp sigma, pp pi: (-2.5, 3.0, 4.0, -1.0) eV at 0.20 nm, scaled as 1/d^2
Close neighbours of bridging carbon: 5
Valence electrons: 48; pairs: 24
Contacts: 26; of these bridging Al-C: 4
Electrons needed for one pair per contact: 52
Gap between filled and empty levels: 6.22 eV
Occupied orbitals reaching bridging carbon: 4
Same with one more pair in the molecule: 4
Count by contact: 10 electrons
Count by distinct pair: 8 electrons
Population of bridging carbon: 4.331 electrons
Same with one more pair: 4.383 electrons
Bond index, bridging Al-C: 0.427
Bond index, terminal Al-C: 0.826
Ratio bridging/terminal: 0.517
Bond indices, C-H of bridging methyl: 0.974, 0.948, 0.948
Sum of bond indices of bridging carbon: 3.753
Localised pairs by kind: {'Al-Al-C': 2, 'Al-C': 4, 'C-H': 18}
Shared pair, fractions on C, Al, Al: 0.718, 0.139, 0.139
Tails of other pairs on bridging carbon: 0.007 electrons
Three-orbital model: delta = 6.000 eV, t = 4.663 eV
R = 7.245 eV
Levels from metal level: -10.245, 0.000, 4.245 eV
Carbon population of shared pair: 1.414 electrons
Population of each metal lobe: 0.293 electrons
Bond index of each contact: 0.414
Carbon population with second pair: 1.414 electrons
Lowest level with one contact: -8.545 eV
Energy gain of pair from second contact: 3.400 eV
With Al-Al coupling, bridging Al-C index: 0.451
With Al-Al coupling, bridging carbon population: 4.203 electrons
With lobe overlap 0.3, carbon share of pair: 1.421 electrons
Repulsion on C, Al lobes: 6.0, 4.0 eV
With repulsion, carbon share of pair: 1.319 electrons
With repulsion, occupation of leading orbital: 1.991 electrons
Outer carbon orbital: 10.0 eV above metal level, coupling 2.0 eV
Population of outer carbon orbital: 0.0117 electrons
```
